# The Molecular Virial Theorem and a Morse Analysis of H2, part 2

For a diatomic molecule with nuclei clamped at distance $R$, the virial theorem gives the mean kinetic and potential energies from the energy curve $E(R)$ and its slope, without a wavefunction. An analytic model of $E(R)$ therefore gives analytic models of $T(R)$ and $V(R)$. Here the model is a Morse function fitted to computed energies of $\mathrm{H}_2$, and the accuracy of the extracted curves has to be examined separately.

The treatment is nonrelativistic, with Coulomb forces and no external field. Atomic units are used throughout: energies in hartree, distances in bohr. $E(R)$ includes the nuclear repulsion, $T$ is the mean electronic kinetic energy, and $V$ is the mean of all Coulomb terms, so that $E=T+V$. For an eigenstate,

$$T=-E-R\frac{dE}{dR},\qquad V=2E+R\frac{dE}{dR}. \tag{10}$$

$E_\infty$ is the energy of the separated atoms, with $T_\infty=-E_\infty$ and $V_\infty=2E_\infty$, and $\Delta$ denotes a change from them. At an equilibrium distance with well depth $D$, where $\Delta E=-D$, the theorem requires $\Delta T=+D$ and $\Delta V=-2D$. Its form for integration is

$$\frac{d}{dR}(R\Delta E)=-\Delta T .$$

For an attractive tail $\Delta E=-C/R^n$ with $C>0$,

$$\Delta T=-(n-1)\frac C{R^n},\qquad \Delta V=(n-2)\frac C{R^n}. \tag{7}$$

A computed wavefunction need not obey (10). In a finite atom-centred basis with variationally optimized coefficients, the virial residual $T+E+R\,dE/dR$ equals $\eta\,\partial E/\partial\eta$ at fixed $R$. Here the lengths of all basis functions are divided by a common factor $\eta$, so that a larger $\eta$ means more compact functions. The residual vanishes when that scale is optimized.

### The Morse curve and its derivative

The Morse function with well depth $D$, range parameter $a$ and equilibrium distance $R_e$ is

$$E_M(R)=E_\infty+D(x^2-2x),\qquad x=e^{-a(R-R_e)}. \tag{11}$$

At $R_e$, $x=1$ and $E_M=E_\infty-D$. Outside $R_e$, $0<x<1$; inside, $x>1$. Since $dx/dR=-ax$,

$$\frac{dE_M}{dR}=D(2x-2)(-ax)=2aDx(1-x). \tag{12}$$

The slope is positive outside equilibrium and negative inside. Put (11) and (12) into (10):

$$T_M=-E_\infty-D(x^2-2x)-2aDRx(1-x), \tag{13}$$

$$V_M=2E_\infty+2D(x^2-2x)+2aDRx(1-x). \tag{14}$$

The changes from the separated atoms factorize. Taking $Dx$ out of $-D(x^2-2x)=Dx(2-x)$ and of the slope term gives

$$\Delta T_M=Dx\,[\,2-x-2aR(1-x)\,],\qquad
\Delta V_M=-2Dx\,[\,2-x-aR(1-x)\,]. \tag{15}$$

At $x=1$ these are $+D$ and $-2D$, as required at any equilibrium distance.

### Where the changes reverse sign

Outside $R_e$ we may divide by $1-x>0$. The condition $\Delta T_M=0$ becomes

$$2aR=\frac{2-x}{1-x}=1+\frac1{1-x}.$$

As $R$ grows from $R_e$, the left side rises without limit, while the right side falls from infinity toward 2. There is one crossing. The condition $\Delta V_M=0$ has the same right side but $aR$ on the left, so its crossing lies at larger $R$.

Three regions follow for atoms approaching each other on a Morse curve. Outermost, $\Delta T<0$ and $\Delta V>0$: the energy falls because the kinetic decrease exceeds the potential increase. Between the two crossings both changes are negative. From the inner crossing to equilibrium, $\Delta T>0$ and $\Delta V<0$. The reversal concerns the energy balance at each distance; it does not divide the wavefunction into separate bonding mechanisms.

### Where the two curves have extrema

Differentiating (12) gives

$$\frac{d^2E_M}{dR^2}=2aD(1-2x)(-ax)=-2a^2Dx(1-2x).$$

At $x=1$ this is the force constant $2a^2D$. From (10), $T'=-2E'-RE''$ and $V'=3E'+RE''$, where primes denote derivatives with respect to $R$. Therefore

$$T_M'=-2aDx\,G_2,\qquad V_M'=2aDx\,G_3,$$

$$G_m(R)=m(1-x)-aR(1-2x). \tag{16}$$

At equilibrium $G_m=aR_e>0$. Thus $T$ is falling and $V$ is rising as $R$ increases through $R_e$. The minimum of the total energy is an extremum of neither part.

Look first outside $R_e$. For $\frac12\le x<1$, the first term of $G_m$ is positive and the second is not negative, so there is no zero. For $x<\frac12$ a zero requires

$$aR=m\,\frac{1-x}{1-2x}. \tag{17}$$

The derivative of $(1-x)/(1-2x)$ with respect to $x$ is $1/(1-2x)^2>0$. Since $x$ decreases with $R$, the right side of (17) decreases with $R$ while the left side increases. The right side is infinite at $x=\frac12$ and tends to $m$ at large $R$, so there is one zero for each $m$. There $G_m$ changes from positive to negative: $T_M$ has a minimum and $V_M$ a maximum. The larger $m$ puts the maximum of $V_M$ outside the minimum of $T_M$.

Inside $R_e$, where $x>1$, the condition is

$$aR=m\,\frac{x-1}{2x-1}. \tag{18}$$

The fraction increases with $x$, because its derivative is $1/(2x-1)^2$, and hence decreases with $R$. At $R=0$ the right side is larger than the left; at $R_e$ it is zero and smaller. Again there is one crossing for each $m$, now with $G_m$ changing from negative to positive as $R$ increases. It gives $V_M$ a minimum and $T_M$ a maximum. For the true curves the first of these features must exist and the second need not, as discussed below.

### Energies of H2 and the fit

The singlet ground state of $\mathrm{H}_2$ was computed by full configuration interaction (CI) in the cc-pVTZ basis. This means diagonalizing the two-electron Hamiltonian over all singlet functions that can be formed in the basis. The same wavefunctions supply $T$ directly as the mean of the kinetic operator, and $V=E-T$. Twice the energy of a hydrogen atom in this basis is

$$E_\infty=-0.99962\ \text{hartree}.$$

The Morse function was fitted by least squares, with equal weights, to 16 energies from $R=1.0$ to 4.0 bohr in steps of 0.2 bohr. $E_\infty$ was held at the value above. The parameters are

$$D=0.17506\ \text{hartree},\quad a=1.09652\ \text{bohr}^{-1},\quad R_e=1.4051\ \text{bohr}.$$

The digits are kept so that the arithmetic below can be followed; they do not express the accuracy of the model. The same fit to energies in the larger cc-pVQZ basis gives $D=0.1762$ hartree, $a=1.088$ bohr$^{-1}$ and $R_e=1.404$ bohr. In other units, $D=4.76$ eV and $R_e=0.744$ ångström. At the fitted minimum,

$$\Delta T_M=D=4.76\ \text{eV},\qquad \Delta V_M=-2D=-9.53\ \text{eV}.$$

The root-mean-square energy error relative to the CI points is 0.0025 hartree. The largest is 0.0045 hartree, at 4.0 bohr, where the Morse energy is too low.

### One distance worked through

At $R=2.0$ bohr the fit gives $x=0.52082$. Then

$$x^2-2x=0.27125-1.04164=-0.77039,$$

$$E_M=-0.99962+0.17506(-0.77039)=-1.13448\ \text{hartree}.$$

For the slope, $2aD=0.38391$ hartree/bohr and $x(1-x)=0.24957$, so

$$\frac{dE_M}{dR}=0.38391\times0.24957=0.09581\ \text{hartree/bohr}.$$

Multiplication by $R$ gives 0.19162 hartree, and (10) yields

$$T_M=1.13448-0.19162=0.94286\ \text{hartree},$$

$$V_M=-2.26896+0.19162=-2.07734\ \text{hartree}.$$

Their sum is $-1.13448$ hartree, the starting energy. Relative to the atoms, $\Delta T_M=-0.057$ and $\Delta V_M=-0.078$ hartree. This distance therefore lies in the middle region, where both parts are lowered.

### Comparison with the wavefunction

The following table compares the extracted curves with the direct CI means. Distances are in bohr and energies in hartree.

| $R$ | $T_{\rm CI}$ | $T_M$ | $V_{\rm CI}$ | $V_M$ |
|---|---|---|---|---|
| 1.0 | 1.437 | 1.455 | −2.559 | −2.575 |
| 1.4 | 1.171 | 1.178 | −2.344 | −2.352 |
| 2.0 | 0.960 | 0.943 | −2.096 | −2.077 |
| 3.0 | 0.874 | 0.890 | −1.930 | −1.945 |
| 4.0 | 0.930 | 0.935 | −1.945 | −1.955 |

The CI columns belong to the cc-pVTZ basis and are not converged to the digits shown. In cc-pVQZ, $T_{\rm CI}$ becomes 1.445, 1.174, 0.961, 0.873 and 0.928, and $V_{\rm CI}$ shifts by up to 0.010 hartree, the largest shift being at $R=1.0$ bohr. The Morse curves reproduce the fall and recovery of $T$ and the corresponding behaviour of $V$. Over the fitted points the largest error of $T_M$, relative to the direct CI mean, is 0.021 hartree, at $R=1.2$ bohr. This is more than four times the largest energy error.

The special distances can be compared in the same way. The direct values come from cubic splines through CI means computed every 0.2 bohr.

| Feature | $R$, Morse | $R$, CI |
|---|---|---|
| $\Delta T=0$ | 1.79 | 1.84 |
| $\Delta V=0$ | 2.34 | 2.39 |
| minimum of $T$ | 2.69 | 2.89 |
| maximum of $V$ | 3.24 | 3.28 |

The positions agree to about 0.2 bohr or better. In the cc-pVQZ basis the CI positions move outward by up to 0.015 bohr, the last two to 2.90 and 3.29 bohr. The heights are less certain. At its minimum $\Delta T$ is $-0.116$ hartree in the Morse curve and $-0.126$ in the CI curve. At its maximum $\Delta V$ is $+0.057$ and $+0.075$ hartree respectively, so the Morse value is about a quarter too small. The CI heights depend on the basis: cc-pVQZ gives $-0.128$ and $+0.077$ hartree, and (10) applied to the cc-pVTZ energies gives $+0.081$ hartree for the maximum of $\Delta V$, against which the Morse value is about 30 per cent low. The fit supports the sequence of signs better than it supports the sizes of the changes.

### Why the extracted curves are less accurate

Let $\delta E=E_M-E$ be the error of the fitted energy. Since (10) is linear in $E$, the errors of the extracted parts are

$$\delta T=-\delta E-R\frac{d\,\delta E}{dR},\qquad
\delta V=2\,\delta E+R\frac{d\,\delta E}{dR}. \tag{19}$$

They add to $\delta E$, so large errors in $T$ and $V$ can nearly cancel in the energy. A least-squares fit controls $\delta E$ at the chosen points but does not directly control its slope. If the residual varies as $\epsilon\sin qR$, for instance, its slope has amplitude $\epsilon q$, and the second term in $\delta T$ has size $\epsilon qR$. Small but rapidly varying residuals are amplified.

At $R=2.0$ bohr the CI energy is $-1.13617$ hartree, so

$$\delta E=-1.13448+1.13617=0.00169\ \text{hartree}.$$

Applying (10) to the CI energies, with a central difference for the slope, gives $T_{\rm vir}=0.95855$ hartree. The CI slope is therefore

$$\frac{1.13617-0.95855}{2.0}=0.08881\ \text{hartree/bohr}.$$

The Morse slope is larger by 0.00700 hartree/bohr. Equation (19) gives

$$\delta T=-0.00169-2.0\times0.00700=-0.0157\ \text{hartree}.$$

This is the difference between $T_M=0.94286$ and $T_{\rm vir}$. Most of it comes from the slope, although the fitted energy differs from the CI energy in this basis by less than 0.002 hartree.

### The part of the difference due to the basis

The direct mean $T_{\rm CI}$ and the value $T_{\rm vir}$ from the CI energies are not identical, because the length scale of the cc-pVTZ basis was not optimized at each distance. Their difference is the virial residual:

$$T_{\rm CI}-T_{\rm vir}=T_{\rm CI}+E_{\rm CI}+R\frac{dE_{\rm CI}}{dR}.$$

At $R=1.0$ bohr it is $1.43745-1.44902=-0.0116$ hartree. The negative sign means that the energy would fall if the basis functions were made slightly more compact. The Morse value 1.45467 exceeds $T_{\rm CI}$ by 0.0172 hartree but $T_{\rm vir}$ by 0.0057 hartree. At this distance, then, about two thirds of the apparent Morse error belongs to the basis residual.

At $R=3.0$ bohr the residual is $0.87440-0.86904=+0.0054$ hartree, and the Morse value 0.88972 lies 0.0207 hartree above $T_{\rm vir}$. Here the two errors act in opposite directions: the Morse value exceeds $T_{\rm CI}$ by only $0.0207-0.0054=0.0153$ hartree, so the basis residual hides part of the error of the Morse shape. A comparison with a wavefunction thus contains two separate errors, one from the model curve and one from the finite basis.

The integrated theorem shows the same basis effect. For an exact curve, integrating $d(R\Delta E)/dR=-\Delta T$ between two distances gives

$$\int_{R_1}^{R_2}\Delta T\,dR=R_1\Delta E(R_1)-R_2\Delta E(R_2). \tag{20}$$

Between 1.4 and 5.0 bohr, the CI energies make the right side $-0.2255$ hartree bohr. The spline through the direct kinetic energies, measured from $-E_\infty$, gives $-0.2145$ for the left side. The difference of 0.0110 is the integral of the virial residual, apart from spline error. Spread over 3.6 bohr, it corresponds to an average residual of 0.003 hartree. Both sides are negative: over this interval, the region of lowered kinetic energy outweighs the region of raised kinetic energy near equilibrium.

### Failure at short distance

The Morse energy stays finite at $R=0$, whereas the true energy contains the nuclear repulsion $1/R$. Since $R\,dE_M/dR$ vanishes there, (10) gives

$$T_M(0)=-E_M(0)=-E_\infty-D(x_0^2-2x_0),\qquad x_0=e^{aR_e}. \tag{21}$$

For the fitted parameters this is $-1.18$ hartree. A mean kinetic energy cannot be negative, because it is an integral of squared gradients. The true limit is the kinetic energy of the united atom, helium, which full CI in the cc-pVTZ basis puts at 2.90 hartree.

The failure begins before $R=0$. The Morse kinetic energy has its inner maximum at $R=0.66$ bohr, with a height of 1.62 hartree. The direct CI value there is 1.80 hartree (1.82 in cc-pVQZ), and the computed CI values continue to rise inward down to 0.4 bohr, the shortest distance treated. The maximum is an artefact of extending the Morse function beyond its fitted range.

The inner minimum of $V$ has a different standing. For the true curve, (10) gives $V'=3E'+RE''$, which equals $R_eE''(R_e)>0$ at a minimum of $E$ with positive curvature. Thus $V$ falls as one moves inward from equilibrium. At very small $R$ the nuclear repulsion drives it to $+\infty$. It must pass through a minimum in between. The CI curve places this minimum at 0.70 bohr (0.68 in cc-pVQZ), and the Morse curve places it at 0.85 bohr. The model has the right feature there, but not an accurate position.

### Failure at long distance

At large $R$, $x\ll1$, and the leading terms of (11) and (15) are

$$\Delta E_M\simeq-2Dx,\qquad \Delta T_M\simeq-2Dx(aR-1),\qquad
\Delta V_M\simeq2Dx(aR-2).$$

The signs agree with those of an attractive inverse-power tail with $n>2$, but the proportions do not. On the Morse curve $\Delta T/\Delta E\simeq aR-1$ grows with distance. For $\Delta E=-C/R^n$ the theorem gives the constant ratio $n-1$, which is 5 for a dispersion tail with $n=6$. The Morse energy also decays exponentially, and so vanishes faster than any inverse power. Its kinetic and potential parts should not be used to describe the far tail.

Within the fitted range, the Morse curve gives a simple account of how kinetic and potential energy change along the bond, with errors in $T$, relative to the direct CI mean, of 0.021 hartree at the worst fitted point and about 0.023 hartree near $R=1.1$ bohr, between fitted points. Part of these figures is basis residual; with cc-pVQZ and a refitted curve the largest error is about 0.019 hartree, near $R=3.2$ bohr. Where finer values are needed, the slope of the energy must be determined as carefully as the energy itself, and a directly computed $T$ must come from a wavefunction whose virial residual is small.
